**Element balance and positivity of Runge-Kutta steps on a tungsten fluoride ladder**

The program examines updates $c+h\sum_i b_if(Y_i)$ of a reaction network $f=Sr$, where $c$ holds the amounts, $h$ is the time step, $S$ the stoichiometric matrix and $E$ the element matrix with $ES=0$. It asserts that the totals $Ec$ are kept to rounding for 200 random tableaux whose implicit stages are left unsolved. For named and random explicit methods it compares direct steps on a linear ladder with the derivative formula for each rung, and asserts that the predicted rung is negative. It also asserts the sign changes of implicit midpoint and Radau IIA, the positivity of backward Euler on random linear networks, and the existence of a negative backward Euler root for a pair reaction. The output shows RK4 giving −0.163 Torr of WF$_3$ at $h=0.35$ s with a balance error of about $2\times10^{-15}$ Torr, while clipping raises the tungsten total from 1 to 1.163 Torr. A strong-stability-preserving method with the step bound taken from the element totals, 0.25 s here, stays nonnegative and balanced. The last lines size effects that the schematic model neglects, using rough inputs.

## Numerical verification

```python
"""Result under test: every Runge-Kutta (RK) update c + h*sum(b_i f(Y_i)) of a
reaction network f = S r(c) keeps the element totals E c, because E S = 0, but
it may produce negative amounts. A step bound obtained from the element totals
makes a strong-stability-preserving (SSP) three-stage method nonnegative.

Network: WF_n + 1/2 H2 -> WF_(n-1) + HF, n = 6..1, rate k p(WF_n) p(H2).
c : partial pressures in Torr, ordered WF6, WF5, ..., WF1, W(film), H2, HF;
    film W is counted as the pressure it would have as a gas at the same T, V
S : stoichiometric matrix;  E : element matrix with rows W, F, H
h : time step in s;  x : step times first-order rate;  R : stability function
The ladder is schematic; the operating values are rough tungsten-CVD values.
"""
import math
import numpy as np
import sympy as sp
from numpy.polynomial import Polynomial
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq, fsolve

rng = np.random.default_rng(4)
S = np.zeros((9, 6))
for j in range(6):
    S[j, j], S[j + 1, j], S[7, j], S[8, j] = -1, 1, -0.5, 1
E = np.array([[1, 1, 1, 1, 1, 1, 1, 0, 0],
              [6, 5, 4, 3, 2, 1, 0, 0, 1],
              [0, 0, 0, 0, 0, 0, 0, 2, 1]], float)
K_RATE = 0.2            # 1/(Torr s)
P_WF6, P_H2 = 1.0, 20.0  # Torr
start = np.zeros(9)
start[0], start[7] = P_WF6, P_H2


def rhs(c, k=K_RATE):
    return S @ (k * c[:6] * c[7])


def explicit_step(A, b, f, c, h):
    """One explicit RK step; returns new state and all stage states."""
    stages, slopes = [], []
    for i in range(len(b)):
        y = c + h * sum((A[i][j] * slopes[j] for j in range(i)), 0 * c)
        stages.append(y)
        slopes.append(f(y))
    return c + h * sum(bi * s for bi, s in zip(b, slopes)), stages


EULER = (np.zeros((1, 1)), np.array([1.0]))
RK4 = (np.array([[0, 0, 0, 0], [.5, 0, 0, 0], [0, .5, 0, 0], [0, 0, 1, 0]]),
       np.array([1, 2, 2, 1]) / 6)
SSP3 = (np.array([[0, 0, 0], [1, 0, 0], [.25, .25, 0]]),
        np.array([1, 1, 4]) / 6)
RADAU = (np.array([[5 / 12, -1 / 12], [3 / 4, 1 / 4]]), np.array([.75, .25]))
MIDPOINT = (np.array([[0.5]]), np.array([1.0]))

# --- the element balances are all the linear invariants of the ladder
S_exact = sp.Matrix(9, 6, lambda i, j: sp.Rational(int(2 * S[i, j]), 2))
E_exact = sp.Matrix(3, 9, lambda i, j: int(E[i, j]))
assert E_exact * S_exact == sp.zeros(3, 6)
null_vectors = S_exact.T.nullspace()
assert len(null_vectors) == 3 and E_exact.rank() == 3
for vector in null_vectors:
    assert E_exact.col_join(vector.T).rank() == 3

# --- invariance for arbitrary tableaux, with implicit stages left unsolved
worst_random_drift = 0.0
for trial in range(200):
    s = int(rng.integers(1, 6))
    A, b = rng.normal(size=(s, s)), rng.normal(size=s)
    c0 = rng.uniform(0, 2, 9)
    h = rng.uniform(0.01, 0.5)
    Y = np.tile(c0, (s, 1))
    for sweep in range(2):
        Y = c0 + h * A @ np.array([rhs(y) for y in Y])
    slopes = np.array([rhs(y) for y in Y])
    c1 = c0 + h * b @ slopes
    scale = 1 + np.abs(c0).max() + h * (np.abs(b) @ np.abs(slopes)).max()
    worst_random_drift = max(worst_random_drift,
                             np.abs(E @ (c1 - c0)).max() / scale)
assert worst_random_drift < 1e-12

# --- reference solution and its closed form in the stretched time tau
reference = solve_ivp(lambda t, c: rhs(c), (0, 8), start, method="DOP853",
                      rtol=1e-12, atol=1e-14, dense_output=True).sol
for t in (0.35, 1.0, 3.5):
    tau = quad(lambda u: K_RATE * reference(u)[7], 0, t, epsabs=1e-11)[0]
    poisson = [P_WF6 * math.exp(-tau) * tau**j / math.factorial(j)
               for j in range(6)]
    assert np.allclose(reference(t)[:6], poisson, atol=1e-8)
    assert reference(t).min() > 0


# --- explicit methods: rung amounts from derivatives of R, and sure failure
def stability_polynomial(A, b):
    coefficients, vector = [1.0], np.ones(len(b))
    for _ in b:
        coefficients.append(float(b @ vector))
        vector = A @ vector
    return Polynomial(coefficients)


def ladder_step(A, b, x, rungs):
    """Direct RK step of an equal-rate linear ladder ending in a sink."""
    M = np.diag([-1.0] * rungs + [0.0]) + np.diag(np.ones(rungs), -1)
    c = np.zeros(rungs + 1)
    c[0] = 1
    return explicit_step(A, b, lambda y: M @ y, c, x)[0]


methods = [EULER, SSP3, RK4]
for trial in range(60):
    s = int(rng.integers(1, 5))
    A = np.tril(rng.uniform(.2, 1, (s, s)) * rng.choice([-1, 1], (s, s)), -1)
    b = rng.uniform(.2, 1, s)
    methods.append((A, b / b.sum()))
for A, b in methods:
    R = stability_polynomial(A, b)
    d, a = len(b), R.coef
    if a[d] > 0:
        threshold, bad = max(0.0, a[d - 1] / (d * a[d])), d - 1
    else:
        threshold, bad = 0.0, d
    x = 1.2 * threshold + 0.5
    direct = ladder_step(A, b, x, d + 1)
    formula = np.array([x**j / math.factorial(j) * R.deriv(j)(-x)
                        for j in range(d + 1)])
    assert np.allclose(direct[:d + 1], formula, rtol=1e-8,
                       atol=1e-10 * np.abs(direct).max())
    assert direct[bad] < 0
for x in (0.8, 1.4):
    assert abs(ladder_step(*RK4, x, 5)[3] - x**3 * (1 - x) / 6) < 1e-13
R4 = stability_polynomial(*RK4)
stability_limit = brentq(lambda x: R4(-x) - 1, 2, 3.5)


# --- implicit methods on simple decay: direct stage solution
def implicit_decay(A, b, x):
    return 1 - x * b @ np.linalg.solve(np.eye(len(b)) + x * A, np.ones(len(b)))


for x in (0.7, 2.5, 5.0):
    assert abs(implicit_decay(*MIDPOINT, x) - (1 - x/2) / (1 + x/2)) < 1e-13
    assert abs(implicit_decay(*RADAU, x)
               - (1 - x/3) / (1 + 2*x/3 + x*x/6)) < 1e-13
midpoint_limit = brentq(lambda x: implicit_decay(*MIDPOINT, x), 0.5, 8)
radau_limit = brentq(lambda x: implicit_decay(*RADAU, x), 0.5, 8)
assert abs(midpoint_limit - 2) < 1e-9 and abs(radau_limit - 3) < 1e-9

# Radau IIA on the full nonlinear ladder
h_radau = 1.25


def radau_stages(flat):
    Y = flat.reshape(2, 9)
    F = np.array([rhs(y) for y in Y])
    return (Y - start - h_radau * RADAU[0] @ F).ravel()


guess = np.concatenate([reference(h_radau / 3), reference(h_radau)])
stage_solution = fsolve(radau_stages, guess, xtol=1e-13)
assert np.abs(radau_stages(stage_solution)).max() < 1e-9
radau_state = start + h_radau * RADAU[1] @ np.array(
    [rhs(y) for y in stage_solution.reshape(2, 9)])
assert radau_state[0] < 0
assert np.abs(E @ (radau_state - start)).max() < 1e-12

# --- backward Euler: linear conversion networks stay nonnegative
for trial in range(200):
    n = int(rng.integers(2, 8))
    gain = rng.uniform(0, 1, (n, n)) * (rng.uniform(size=(n, n)) < 0.5)
    np.fill_diagonal(gain, 0)
    M = gain - np.diag(gain.sum(axis=0))
    c0 = rng.uniform(0, 1, n) * (rng.uniform(size=n) < 0.6)
    c1 = np.linalg.solve(np.eye(n) - 10**rng.uniform(-2, 3) * M, c0)
    assert c1.min() > -1e-11 and abs(c1.sum() - c0.sum()) < 1e-10

# backward Euler for 2 WF5 -> WF4 + WF6 has two roots (order WF4, WF5, WF6)
KAPPA, H_PAIR = 1.0, 1.0
pair_start = np.array([0.0, 1.0, 0.0])
pair_S = np.array([1.0, -2.0, 1.0])


def pair_residual(c):
    return c - pair_start - H_PAIR * KAPPA * pair_S * c[1]**2


pair_roots = [fsolve(pair_residual, g, xtol=1e-13)
              for g in ([0., 1., 0.], [2., -2., 2.])]
for root in pair_roots:
    assert np.abs(pair_residual(root)).max() < 1e-9
    assert abs(root.sum() - 1) < 1e-9
    assert abs(root @ np.array([4, 5, 6]) - 5) < 1e-8
assert pair_roots[0][1] > 0 > pair_roots[1][1]


# --- safe step from the element totals
def safe_step(c):
    total_W, _, total_H = E @ c
    return 2 / (K_RATE * max(total_H, total_W))


for trial in range(500):
    c0 = rng.exponential(size=9) * (rng.uniform(size=9) < 0.6)
    c0[7] += 0.01
    c0 *= 10**rng.uniform(-1, 1, 9)
    c1, stages = explicit_step(*SSP3, rhs, c0, safe_step(c0))
    size = 1 + c0.sum()
    assert min(c1.min(), np.min(stages)) > -1e-13 * size
    assert np.abs(E @ (c1 - c0)).max() < 1e-12 * size
h_safe = safe_step(start)
assert explicit_step(*EULER, rhs, start, 1.01 * h_safe)[0].min() < 0


def march(method, h, steps):
    c, lowest, drift = start.copy(), 0.0, 0.0
    for _ in range(steps):
        c = explicit_step(*method, rhs, c, h)[0]
        lowest = min(lowest, c.min())
        drift = max(drift, np.abs(E @ (c - start)).max())
    return c, lowest, drift


errors = [np.abs(march(SSP3, 1 / n, n)[0] - reference(1.0)).max()
          for n in (32, 64)]
assert 6.5 < errors[0] / errors[1] < 9.5

# --- the worked failure of RK4
h_bad = 0.35
bad_state = explicit_step(*RK4, rhs, start, h_bad)[0]
exact_state = reference(h_bad)
safe_state = march(SSP3, h_bad / 2, 2)[0]
bad_drift = np.abs(E @ (bad_state - start)).max()
assert bad_state[3] < 0 < exact_state[3] and bad_drift < 1e-12
assert safe_state.min() >= 0
onset = brentq(lambda h: explicit_step(*RK4, rhs, start, h)[0][3], 0.2, 0.35)
excess = start.copy()
excess[7] = 1e6 * P_H2
onset_excess = brentq(lambda h: explicit_step(
    *RK4, lambda c: rhs(c, K_RATE / 1e6), excess, h)[0][3], 0.2, 0.35)
assert abs(onset_excess * K_RATE * P_H2 - 1) < 1e-4
clipped = np.maximum(bad_state, 0)
assert (E @ clipped)[0] > P_WF6 + 0.01

# species-wise semi-implicit update: positive, but not an RK update
loss = np.zeros(9)
loss[:6] = K_RATE * start[7]
loss[7] = 0.5 * K_RATE * start[:6].sum()
production = rhs(start) + loss * start
semi = (start + h_bad * production) / (1 + h_bad * loss)
assert semi.min() >= 0 and abs((E @ (semi - start))[1]) > 0.01

t_end = 3.5
rk4_end, rk4_low, rk4_drift = march(RK4, h_bad, 10)
ssp_end, ssp_low, ssp_drift = march(SSP3, h_safe, 14)
assert abs(14 * h_safe - t_end) < 1e-12
assert ssp_low > -1e-13 and max(rk4_drift, ssp_drift) < 1e-11

# --- size of neglected effects, from rough inputs
T, GAP = 700.0, 0.01                         # K, m
torr = const.torr
kT = const.k * T
density_W, molar_W = 19e3, 0.184             # kg/m3, kg/mol (rough)
column = P_WF6 * torr / kT * GAP             # W atoms per m2 of wall
film_nm = column / const.N_A * molar_W / density_W * 1e9
t50, t90 = [brentq(lambda t: reference(t)[6] - q * P_WF6, 0.1, 8)
            for q in (0.5, 0.9)]
growth = 0.9 * film_nm / t90 * 60
site_area = 0.25e-18                         # m2 per adsorbed molecule (rough)
times = np.linspace(0, 4, 801)
peak_mid = max(reference(t)[1:6].sum() for t in times)
layers = peak_mid / P_WF6 * column * site_area


def observed_time(w):  # zero order in WF6, half order in H2, unscaled
    return quad(lambda u: 1 / math.sqrt(1 - 3 * u * P_WF6 / P_H2), 0, w)[0]


t90_observed = t50 * observed_time(0.9) / observed_time(0.5)
t_exhaust = t50 * observed_time(1.0) / observed_time(0.5)
rate_left = math.sqrt(1 - 3 * P_WF6 / P_H2)
sigma, reduced_mass = 0.4e-9, 2.0 * const.atomic_mass
number_density = (P_WF6 + P_H2) * torr / kT
diffusivity = 3 / (8 * number_density * sigma**2) * math.sqrt(
    kT / (2 * math.pi * reduced_mass))
damkohler = K_RATE * P_H2 * GAP**2 / diffusivity
barrier = 0.7 * const.e                      # J (rough)
hot_factor = math.exp(barrier / const.k * (1 / T - 1 / (T + 10)))
expansion = (P_H2 - 3 * P_WF6 + 6 * P_WF6) / (P_H2 + P_WF6) - 1
dH, dS = 80e3, 340.0                         # J/mol, J/(mol K), rough
K_eq = math.exp(-(dH - T * dS) / (const.R * T))
bar = torr / 1e5
residual_WF6 = (6 * P_WF6 * bar)**6 / (K_eq * ((P_H2 - 3*P_WF6) * bar)**3) / bar

print(f"Start: WF6 {P_WF6:.1f} Torr, H2 {P_H2:.1f} Torr, T {T:.0f} K")
print(f"Rate constant k: {K_RATE:.2f} 1/(Torr s); gap {GAP*100:.1f} cm")
print(f"Initial rung rate k*p(H2): {K_RATE*P_H2:.2f} 1/s")
print("Initial totals W, F, H (Torr):", np.round(E @ start, 6))
print(f"Worst scaled drift, 200 random tableaux: {worst_random_drift:.1e}")
print(f"RK4 real-axis stability limit x: {stability_limit:.3f}")
print(f"RK4 step h: {h_bad:.2f} s, x = {h_bad*K_RATE*P_H2:.2f}")
frozen = ladder_step(*RK4, h_bad * K_RATE * P_H2, 5)[3] * P_WF6
print(f"WF3 after RK4 step, H2 held fixed: {frozen:.4f} Torr")
print("After one step (Torr): reference, RK4, two SSP half steps")
names = ["WF6", "WF5", "WF4", "WF3", "WF2", "WF1", "W film", "H2", "HF"]
for i, name in enumerate(names):
    print(f"  {name:7s}{exact_state[i]:10.5f}{bad_state[i]:10.5f}"
          f"{safe_state[i]:10.5f}")
print("RK4 totals W, F, H (Torr):", np.round(E @ bad_state, 10))
print(f"RK4 largest balance error: {bad_drift:.1e} Torr")
print(f"WF3 turns negative beyond h = {onset:.4f} s")
print(f"Same with H2 in vast excess: {onset_excess:.4f} s")
print("Totals after clipping (Torr):", np.round(E @ clipped, 4))
print("Totals, semi-implicit update (Torr):", np.round(E @ semi, 4))
print(f"Sign change x: midpoint {midpoint_limit:.3f}, Radau {radau_limit:.3f}")
print(f"Radau IIA, h = {h_radau:.2f} s: WF6 = {radau_state[0]:.4f} Torr")
print(f"Pair reaction: kappa {KAPPA:.1f} 1/(Torr s), h {H_PAIR:.1f} s, "
      f"WF5 start {pair_start[1]:.1f} Torr")
print(f"Backward Euler WF5 roots: {pair_roots[0][1]:.4f}, "
      f"{pair_roots[1][1]:.4f} Torr")
print(f"Safe step h*: {h_safe:.4f} s")
print(f"SSP error ratio on halving h: {errors[0]/errors[1]:.2f}")
print(f"W film at {t_end:.1f} s (Torr): reference {reference(t_end)[6]:.5f}")
print(f"  RK4, h = {h_bad:.2f} s: {rk4_end[6]:.5f}; lowest {rk4_low:.4f}")
print(f"  SSP, h = {h_safe:.2f} s: {ssp_end[6]:.5f}; lowest {ssp_low:.1e}")
print(f"  balance errors RK4, SSP: {rk4_drift:.1e}, {ssp_drift:.1e} Torr")
print(f"Complete film thickness: {film_nm:.2f} nm")
print(f"Film half done {t50:.2f} s, 90% done {t90:.2f} s")
print(f"Mean growth rate to 90%: {growth:.0f} nm/min")
print(f"Peak WF5..WF1: {peak_mid:.3f} Torr = {layers:.0f} monolayers")
print(f"Observed-type law: 90% at {t90_observed:.2f} s, "
      f"WF6 gone at {t_exhaust:.2f} s")
print(f"  its rate at exhaustion / initial rate: {rate_left:.3f}")
print(f"Diffusivity {diffusivity*1e4:.0f} cm2/s; "
      f"rate*gap^2/D = {damkohler:.3f}")
print(f"Rate factor for +10 K at 0.7 eV: {hot_factor:.3f}")
print(f"Expansion at constant pressure: {100*expansion:.1f} %")
print(f"Equilibrium WF6 left over: {residual_WF6:.0e} Torr")
print("checks complete")
```

Running it gives:

```
Start: WF6 1.0 Torr, H2 20.0 Torr, T 700 K
Rate constant k: 0.20 1/(Torr s); gap 1.0 cm
Initial rung rate k*p(H2): 4.00 1/s
Initial totals W, F, H (Torr): [ 1.  6. 40.]
Worst scaled drift, 200 random tableaux: 7.6e-16
RK4 real-axis stability limit x: 2.785
RK4 step h: 0.35 s, x = 1.40
WF3 after RK4 step, H2 held fixed: -0.1829 Torr
After one step (Torr): reference, RK4, two SSP half steps
  WF6       0.25264   0.28584   0.24447
  WF5       0.34758   0.18805   0.37329
  WF4       0.23910   0.53983   0.21549
  WF3       0.10965  -0.16297   0.10940
  WF2       0.03771   0.14924   0.04640
  WF1       0.01038   0.00000   0.00801
  W film    0.00294   0.00000   0.00294
  H2       19.31244  19.31211  19.31211
  HF        1.37511   1.37578   1.37578
RK4 totals W, F, H (Torr): [ 1.  6. 40.]
RK4 largest balance error: 1.8e-15 Torr
WF3 turns negative beyond h = 0.2532 s
Same with H2 in vast excess: 0.2500 s
Totals after clipping (Torr): [ 1.163   6.4889 40.    ]
Totals, semi-implicit update (Torr): [ 1.      6.8167 40.0473]
Sign change x: midpoint 2.000, Radau 3.000
Radau IIA, h = 1.25 s: WF6 = -0.0777 Torr
Pair reaction: kappa 1.0 1/(Torr s), h 1.0 s, WF5 start 1.0 Torr
Backward Euler WF5 roots: 0.5000, -1.0000 Torr
Safe step h*: 0.2500 s
SSP error ratio on halving h: 8.34
W film at 3.5 s (Torr): reference 0.98478
  RK4, h = 0.35 s: 0.98471; lowest -0.1630
  SSP, h = 0.25 s: 0.98548; lowest 0.0e+00
  balance errors RK4, SSP: 7.1e-15, 7.1e-15 Torr
Complete film thickness: 2.22 nm
Film half done 1.52 s, 90% done 2.57 s
Mean growth rate to 90%: 47 nm/min
Peak WF5..WF1: 0.877 Torr = 30 monolayers
Observed-type law: 90% at 2.78 s, WF6 gone at 3.11 s
  its rate at exhaustion / initial rate: 0.922
Diffusivity 55 cm2/s; rate*gap^2/D = 0.073
Rate factor for +10 K at 0.7 eV: 1.178
Expansion at constant pressure: 9.5 %
Equilibrium WF6 left over: 3e-17 Torr
checks complete
```
